# Poole-Frenkel slopes: one-dimensional emission against Hartke's angular average

## Problem

An insulating film contains donor-like traps: each is neutral when it holds its electron and has charge $+e$ when empty. The trap depth is $\phi$, the field is $F$, and the relative permittivity felt by the escaping electron is $\varepsilon_r$. Energies are measured from the conduction-band edge at zero field, and $kT$ is the thermal energy. Define

$$B=\sqrt{\frac{e^3}{\pi\varepsilon_0\varepsilon_r}},\qquad \gamma=\frac{B\sqrt F}{kT}.$$

In the one-dimensional model, every escape attempt uses the barrier that lies along the electric force. In Hartke's average, the same total attempt rate $\nu$ is spread evenly over all directions. Each forward direction has its own barrier, while the backward hemisphere keeps its zero-field barrier.

(a) Find the emission rate in each model, divided by $\nu e^{-\phi/kT}$. Call these enhancements $R_1$ and $R_3$.

(b) Show whether the models agree at zero field.

(c) Let $S$ be the slope of $\ln R_3$ against $\sqrt F$, divided by the slope of $\ln R_1$. Find $S(\gamma)$, its limits, and whether it can exceed 1.

(d) For $\varepsilon_r=4.0$, $\phi=0.80$ eV, $\nu=10^{13}\ \mathrm{s^{-1}}$ and 85 °C, find the slope error between 0.2 and 0.5 MV/cm. What permittivity results if angular-average data are read with the one-dimensional formula?

(e) What happens to the trap depth and to the extrapolated zero-field rate in such a reading?

Take $\nu$ and $\phi$ as independent of field and temperature, the traps as isolated, and escape as classical passage over the barrier.

## Hints

1. Along a ray at angle $\theta$ to the electric force, the field contributes $-eFr\cos\theta$ to the electron's energy. Look for a maximum in $r$.
2. The fraction of attempts falling in a ring of directions is $\tfrac12\sin\theta\,d\theta$. After setting $u=\cos\theta$, remove the square root from the exponent.
3. For the zero-field limit, expand the integrand before integrating.
4. Read $R_3$ as the mean of $e^{\gamma X}$ over directions. What do one and two derivatives of its logarithm mean?
5. For the extrapolation, ask how a straight line fitted to a convex curve lies outside the fitted window.

## Solution

### (a) The two enhancements

Write $A=e^2/(4\pi\varepsilon_0\varepsilon_r)$. Along a forward ray the electron's potential energy is

$$U(r)=-\frac Ar-eFr\cos\theta .$$

Setting $dU/dr=A/r^2-eF\cos\theta=0$ gives

$$r_m=\sqrt{\frac{A}{eF\cos\theta}} .$$

The second derivative, $-2A/r^3$, is negative, so this is a maximum. At $r_m$ the two terms of $U$ are equal, and

$$U(r_m)=-2\sqrt{AeF\cos\theta}=-\sqrt{\frac{e^3F\cos\theta}{\pi\varepsilon_0\varepsilon_r}}=-B\sqrt{F\cos\theta}.$$

The factor 2 has cancelled the 4 under the root. The barrier is therefore $\phi-B\sqrt{F\cos\theta}$. The one-dimensional model puts $\theta=0$ for every attempt:

$$R_1=e^{\gamma}.$$

For a backward ray, $\cos\theta<0$ and $U$ rises without limit, so there is no maximum to insert. Keeping the zero-field rate there is part of the model, not a consequence of the potential. The average over the sphere is then

$$R_3=\frac12\int_0^{\pi/2}e^{\gamma\sqrt{\cos\theta}}\sin\theta\,d\theta+\frac12\int_{\pi/2}^{\pi}\sin\theta\,d\theta .$$

The second term is $\tfrac12$. In the first, put $u=\cos\theta$ and then $u=s^2$, $du=2s\,ds$. Call the result $N$:

$$N(\gamma)=\frac12\int_0^1e^{\gamma\sqrt u}\,du=\int_0^1 s\,e^{\gamma s}\,ds .$$

Integration by parts gives

$$N=\left[\frac{s\,e^{\gamma s}}{\gamma}\right]_0^1-\frac1\gamma\int_0^1e^{\gamma s}ds=\frac{e^\gamma}{\gamma}-\frac{e^\gamma-1}{\gamma^2}=\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.$$

Hence

$$R_3=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.$$

### (b) Zero field

The closed form has $\gamma^2$ in a denominator, but the integral is regular. Expanding the exponential under it,

$$N=\sum_{n=0}^\infty\frac{\gamma^n}{n!}\int_0^1s^{n+1}ds=\sum_{n=0}^\infty\frac{\gamma^n}{n!\,(n+2)}=\frac12+\frac\gamma3+\frac{\gamma^2}{8}+\dots$$

so that

$$R_3=1+\frac\gamma3+\frac{\gamma^2}{8}+\dots,\qquad R_1=1+\gamma+\frac{\gamma^2}{2}+\dots$$

Both tend to 1, and the zero-field rates are equal. The forward hemisphere supplies one half and the backward hemisphere the other. The first-order terms already differ: the average lowering over the sphere is one third of the lowering along the force.

### (c) The slope ratio

Since $\gamma\propto\sqrt F$ at fixed temperature and $\ln R_1=\gamma$, the required ratio is $S=d\ln R_3/d\gamma$. Differentiating under the integral and integrating by parts,

$$\frac{dN}{d\gamma}=\int_0^1s^2e^{\gamma s}ds=\frac{e^\gamma}{\gamma}-\frac{2}{\gamma}\int_0^1 s\,e^{\gamma s}ds=\frac{e^\gamma-2N}{\gamma},$$

and therefore

$$S(\gamma)=\frac{e^\gamma-2N}{\gamma\,(N+\tfrac12)} .$$

To see its range, let $X=\sqrt{\cos\theta}$ for forward directions and $X=0$ for backward ones. With angle brackets for the uniform average over the sphere, $R_3=\langle e^{\gamma X}\rangle$, and

$$S=\frac{\langle Xe^{\gamma X}\rangle}{\langle e^{\gamma X}\rangle},\qquad \frac{dS}{d\gamma}=\frac{\langle X^2e^{\gamma X}\rangle}{\langle e^{\gamma X}\rangle}-S^2 .$$

Thus $S$ is the mean of $X$ weighted by each direction's share of the emission, and $dS/d\gamma$ is the variance of $X$ under the same weights. The variance is positive because $X$ is not the same in all directions, so $S$ rises steadily. It starts at $S(0)=\langle X\rangle=\tfrac13$. It stays below 1 because $X$ never exceeds 1 and reaches it only for the single direction of the force.

At large $\gamma$, drop the terms without $e^\gamma$:

$$\ln R_3\simeq\gamma+\ln(\gamma-1)-2\ln\gamma,$$

$$S\simeq1+\frac1{\gamma-1}-\frac2\gamma=1-\frac1\gamma+\frac{1}{\gamma(\gamma-1)} .$$

The error therefore dies away only as $1/\gamma$. The weight $s\,e^{\gamma s}$ concentrates within about $1/\gamma$ of $s=1$, so emission comes from a cone that narrows as the field rises. This narrowing puts a factor of about $1/\gamma$ in front of $e^\gamma$, and that factor lowers the logarithmic slope.

At low field there is a possible confusion with Schottky emission from an electrode, whose image-force lowering is $\tfrac12B\sqrt F$ for the same permittivity. Solving $S=\tfrac12$ numerically gives $\gamma=1.145$. With the data of part (d) this means $F=0.0087$ MV/cm, where $r_m$ along the force is 20.4 nm. In a 20 nm film the barrier top in that direction would lie outside the insulator for every trap, so the coincidence has no use there.

### (d) Moderate fields

At 85 °C, $kT=0.03086$ eV. For a field of 1 MV/cm, which is $10^8$ V/m, the lowering in volts is

$$\sqrt{\frac{1.602\times10^{-19}\times10^8}{\pi\times8.854\times10^{-12}\times4.0}}=0.3795,$$

so $B=0.3795$ eV (MV/cm)$^{-1/2}$. The one-dimensional slope is $B/kT=12.30$ (MV/cm)$^{-1/2}$. The common zero-field rate is $\nu e^{-\phi/kT}=55\ \mathrm{s^{-1}}$.

At 0.3 MV/cm the full lowering is $0.3795\sqrt{0.3}=0.2078$ eV, so $\gamma=6.734$ and $R_1=e^\gamma=840.8$. Then

$$N=\frac{1+5.734\times840.8}{6.734^2}=106.3,\qquad R_3=106.8,$$

$$S=\frac{840.8-2\times106.3}{6.734\times106.8}=0.873 .$$

The angular average emits 7.9 times less than the one-dimensional model, and its slope is 12.7% below the one-dimensional slope.

To turn this into a permittivity, suppose that the mobility is constant and the free-carrier density is proportional to the emission rate. This needs recapture by a fixed number of empty traps, as in a compensated film; if the empty traps are only those that supplied the free electrons, the density goes as the square root of the rate and every slope below is halved. Then $\ln(J/F)$, with $J$ the current density, has slope $b=SB/kT$. The one-dimensional formula reads this as $B_{\rm app}=bkT=SB$. Because $B\propto\varepsilon_r^{-1/2}$,

$$\varepsilon_{\rm app}=\frac{\varepsilon_r}{S^2}.$$

| $F$ (MV/cm) | $\gamma$ | $R_1/R_3$ | $S$ | $\varepsilon_{\rm app}$ |
|---|---|---|---|---|
| 0.2 | 5.50 | 6.6 | 0.846 | 5.6 |
| 0.3 | 6.73 | 7.9 | 0.873 | 5.2 |
| 0.4 | 7.78 | 8.9 | 0.889 | 5.1 |
| 0.5 | 8.69 | 9.8 | 0.899 | 4.9 |

The slope error falls from 15% to 10% across the window while the disagreement in the rate grows. There is no conflict: the ratio $R_1/R_3$ behaves as $\gamma$ at large $\gamma$, and the logarithm of such a factor flattens.

### (e) Trap depth and extrapolation

At fixed field, the activation energy is minus the derivative of the logarithm of the rate with respect to $1/kT$. Since $\gamma=B\sqrt F\,(1/kT)$,

$$E_a=-\frac{d}{d(1/kT)}\left[-\frac{\phi}{kT}+\ln R_3\right]=\phi-S\,B\sqrt F .$$

At 0.3 MV/cm this is $0.80-0.873\times0.2078=0.619$ eV, against 0.592 eV in one dimension. Adding back the full lowering $B\sqrt F$ would overstate $\phi$ by $(1-S)B\sqrt F=0.026$ eV. Adding back $bkT\sqrt F$, with $b$ the local slope at the same field and temperature, restores $\phi$ within this model, because $bkT=SB$.

Now fit one straight line to $\ln R_3$ against $\sqrt F$. An unweighted least-squares fit to 13 points, equally spaced in $\sqrt F$ from 0.2 to 0.5 MV/cm, has slope 10.79 (MV/cm)$^{-1/2}$. This is 12% below $B/kT$ and gives $\varepsilon_{\rm app}=5.2$. The largest residual is 0.014 in $\ln R_3$, or about 1.4% in the rate, so the plot looks straight although its slope is wrong.

The intercept shows the error more strongly. The residuals of a least-squares line sum to zero, and so do the residuals multiplied by $\sqrt F$. A single change of sign, at some $\sqrt{F_0}$, would give the sum of residuals times $(\sqrt F-\sqrt{F_0})$ one sign, which contradicts those two conditions. The curve therefore crosses the line at least twice inside the window. It is convex, because $dS/d\gamma>0$, so outside the crossings it lies above the line. At zero field the curve is at $\ln R_3=0$, and the intercept must be negative.

Its value here is $-1.23$. The extrapolated rate is $e^{-1.23}=0.29$ of the true zero-field rate, although the two models agree at that point. With $\nu$ known, this would be read as an extra trap depth of $1.23\,kT=0.038$ eV.

### Relation to a real capacitor

The numbers are rough values for a hafnia-based memory capacitor. A permittivity near 4 is optical; the static value is several times larger. A 20 nm film is thicker than the roughly 10 nm common in such devices, and the window lies below the fields used for switching. Its upper end is a factor of 8 below a rough breakdown field of 4 MV/cm. The forward barrier is still 0.53 eV at 0.5 MV/cm, many times $kT$.

Other assumptions are weaker. Along the force, the barrier top lies 4.2 nm from the trap at 0.2 MV/cm and 2.7 nm at 0.5 MV/cm. These distances are 21% and 13% of the film, and for traps closer than this to the collecting electrode the barrier maximum along the force would lie outside the insulator. At a trap density of $n=10^{18}\ \mathrm{cm^{-3}}$ the length $n^{-1/3}$ is 10 nm, but for traps placed at random the nearest neighbour is on average only $0.55\,n^{-1/3}=5.5$ nm away. At the low end the barrier top is about three quarters of that distance from the trap, so treating the traps as isolated is doubtful at this density.

At the constant speed $\sqrt{kT/m}$, an electron of mass $0.2\,m_e$ would reach the barrier top at 0.3 MV/cm in 21 fs. This is a high estimate, because the electron moves faster inside the well: if it passes the top with $kT$ to spare, it needs only about 9 fs. The period of a 0.05 eV phonon is 83 fs. A typical transit thus takes roughly a tenth to a quarter of a period, in which the lattice can respond in part. The optical permittivity is therefore a limiting choice, and the effective value may be higher. With $\varepsilon_r=6$, $S$ at 0.3 MV/cm would fall from 0.873 to 0.846. The slope itself, proportional to $SB$, would fall by 21%, because $B$ falls too. Classical escape is another assumption that affects the slope; the second variation removes it.

## Variation 1: no backward emission

**Suppose that electrons starting into the backward hemisphere never escape. What changes?**

The enhancement is now $N$ alone. At zero field it tends to $\tfrac12$, so the rates no longer agree: half of the attempts have been discarded even where the field has no effect. The slope ratio becomes

$$S_f=\frac1N\frac{dN}{d\gamma}=S\,\frac{R_3}{R_3-\tfrac12},$$

which starts from $(1/3)/(1/2)=\tfrac23$ instead of $\tfrac13$.

At 0.2 MV/cm, $R_3=36.89$ and the backward half contributes 1.4% of it. There $S_f=0.8458\times36.89/36.39=0.857$. The treatment of the backward hemisphere decides the zero-field comparison but has little effect on the slope at moderate field.

## Variation 2: tunnelling near the barrier top

**Allow the electron to tunnel through the upper part of the lowered barrier. Does the slope error survive?**

In each forward direction, multiply the classical rate by

$$\kappa=\int P(E)\,e^{-(E-U_m)/kT}\,\frac{dE}{kT},$$

where $U_m=U(r_m)$, $P$ is the transmission probability, and the integral starts at the trap level. A classical step, $P=0$ below $U_m$ and 1 above, gives $\kappa=1$.

Below the top, take the WKB form $P=1/(1+e^{2K})$ with

$$K=\frac1\hbar\int\sqrt{2m(U-E)}\,dr$$

between the turning points. Above it, take the inverted-parabola form $P=1/(1+e^{-2\pi(E-U_m)/\hbar\omega})$. Here $m\omega^2=2A/r_m^3$ is the curvature found in part (a). A direction with $\cos\theta=s^2$ sees the field $Fs^2$, so

$$R_3^{\rm tun}=\frac12+\int_0^1 s\,\kappa(Fs^2)\,e^{\gamma s}\,ds .$$

This treats each ray separately and assumes thermal occupation of a continuum of energies below the top. The Coulomb well does not supply such a continuum: its lowest level at zero field is at $-0.17$ eV for $m=0.2\,m_e$ and $-0.085$ eV for $m=0.1\,m_e$, while the lowered top along the force lies between $-0.17$ and $-0.27$ eV in this window. The continuum would have to come from energy exchanged with the lattice, so the result is only a rough estimate. Numerical integration at 85 °C, followed by the same 13-point fit, gives:

- For $m=0.2\,m_e$, $\kappa$ along the force rises from 1.16 at 0.2 MV/cm to 1.88 at 0.5 MV/cm. The fitted slope is 0.99 of $B/kT$, and $\varepsilon_{\rm app}=4.1$.
- For $m=0.1\,m_e$, $\kappa$ rises from 1.35 to 3.82. The fitted slope is 1.13 of $B/kT$, and $\varepsilon_{\rm app}=3.1$.

Because $\kappa$ grows with field, it adds to the slope. How much it adds is uncertain, since the Bohr radius in the well (1.1 nm for the heavier mass, 2.1 nm for the lighter) is not small compared with the distance to the barrier top, and WKB is then unreliable. Solving the wave equation along each ray, with the well given a flat floor at $-1$ or $-2$ eV, gives a fitted slope of 0.88 to 0.91 of $B/kT$ for the heavier mass and 1.03 to 1.13 for the lighter. These values depend on the arbitrary depth of the floor: at $-0.8$ eV they become 0.93 and 1.17, and at $-4$ eV 0.89 and 0.96. Tunnelling may therefore remove little of the angular error or more than all of it, depending on the mass and on the shape of the well. The classical 12% deficit is thus a property of Hartke's model and not a correction to be applied by itself to measured data. In this window, a slope that returns the expected permittivity does not show that emission is one-dimensional, since two errors of opposite sign can give the same result.

Numbers in the example were calculated in double precision.
